# How misfit makes a moire pattern turn further than its film

## What symmetry fixes, and what it leaves open

Lay a crystalline film with lattice constant $a_f$ on a substrate of the same symmetry with lattice constant $a_s$, and turn the film by an angle $\theta$, counted positive counter-clockwise. The moire pattern turns by some angle $\phi$. An angle has no dimension, so in a purely geometrical problem $\phi$ can depend on the two lengths only through their ratio:

$$\phi=\phi_p(\theta),\qquad p=\frac{a_f}{a_s}=1+\varepsilon ,$$

where $\varepsilon$ is the misfit. Reflection in a symmetry axis shared by the aligned layers reverses both angles, so $\phi_p(-\theta)=-\phi_p(\theta)$.

A second symmetry concerns which layer is turned. Start from aligned layers, hold the film and turn the substrate by $\theta$. The pattern turns by $\phi_{1/p}(\theta)$, because the layers have exchanged roles. Now rotate the whole assembly by $-\theta$. The substrate is back in place, the film stands at $-\theta$, and the pattern stands at $\phi_{1/p}(\theta)-\theta$. This must equal $\phi_p(-\theta)=-\phi_p(\theta)$, so

$$\phi_p(\theta)+\phi_{1/p}(\theta)=\theta,\qquad G_p(\theta)+G_{1/p}(\theta)=1,\qquad G_p=\frac{d\phi_p}{d\theta}. \tag{1}$$

The derivative $G_p$ is the gain. Two conclusions follow. If turning one layer gives a large positive gain, turning the other gives a large negative one. If the lattice constants are equal, the layers are equivalent and $G_1=1/2$: a pure twist has no magnification, however small it is. (At $p=1$ there is no pattern at $\theta=0$ to measure from, but the gain at nonzero twist is well defined.)

It is therefore not enough that the pattern follows the difference of two nearly equal reciprocal vectors, since they are nearly equal in a small pure twist too. Large gain needs a misfit that is small but not zero. It is greatest at alignment and, as shown below, falls to about half when the rotation equals the misfit expressed in radians.

## Why the pattern follows a difference

Assume that both layers are uniform on average and that the misfit is the same in all directions. The film atoms sit at lattice sites $\mathbf r$, with the origin on one of them. Any quantity that depends on how an atom sits above the substrate, such as its binding energy or height, is to first approximation a function with the substrate's period, evaluated at $\mathbf r$. Such a function is a sum of waves $e^{i\mathbf g_s\cdot\mathbf r}$, where $\mathbf g_s$ is a substrate reciprocal vector.

Let $\mathbf g_f$ be the corresponding reciprocal vector of the film. By the definition of a reciprocal lattice, $\mathbf g_f\cdot\mathbf r$ is a multiple of $2\pi$ at every film site, so $e^{-i\mathbf g_f\cdot\mathbf r}=1$ there. Multiplying by this factor changes nothing:

$$e^{i\mathbf g_s\cdot\mathbf r}=e^{i(\mathbf g_s-\mathbf g_f)\cdot\mathbf r}=e^{i\mathbf K\cdot\mathbf r},\qquad \mathbf K=\mathbf g_s-\mathbf g_f. \tag{2}$$

The film atoms sample a short substrate wave so coarsely that their values are those of a long wave with vector $\mathbf K$. A rigid shift of the film multiplies the wave by a constant phase, which moves the pattern without turning it.

Now write plane vectors as complex numbers, with the chosen $\mathbf g_s$ along the real axis and of length $g_s$. Reciprocal lengths scale inversely with lattice constants, and turning the film turns its reciprocal vectors equally. Hence $g_f=g_s e^{i\theta}/p$, and

$$K=g_s\left(1-\frac{e^{i\theta}}{p}\right)=\frac{g_s}{p}\left(p-e^{i\theta}\right). \tag{3}$$

An equivalent substrate vector, turned by $60^\circ$ in a hexagonal lattice, is multiplied by the same factor. All moire vectors therefore turn together and the pattern rotates rigidly.

The squared length of the bracket is

$$D=(p-e^{i\theta})(p-e^{-i\theta})=1+p^2-2p\cos\theta , \tag{4}$$

so $|K|=g_s\sqrt D/p$. In a hexagonal lattice $g_s=4\pi/(\sqrt3a_s)$, and the moire lattice constant $\lambda$ is related to $|K|$ in the same way:

$$\lambda=\frac{4\pi}{\sqrt3|K|}=\frac{p\,a_s}{\sqrt D}=\frac{a_f}{\sqrt D}. \tag{5}$$

## Why the turn is large

At $\theta=0$, equation (3) gives $K(0)=g_s\varepsilon/p$. The turn is the argument of the ratio $K(\theta)/K(0)$:

$$\phi=\arg\frac{p-e^{i\theta}}{\varepsilon}. \tag{6}$$

Dividing by $\varepsilon$ makes $\phi$ start from zero for either sign of misfit. The mechanism shows in the components of $K$ along and across $\mathbf g_s$:

$$K_\parallel=g_s\left(1-\frac{\cos\theta}{p}\right),\qquad K_\perp=-\frac{g_s\sin\theta}{p}. \tag{7}$$

The parallel part is what survives when two nearly equal lengths are subtracted. At small rotation it is $g_s\varepsilon/p$, a small fraction of $g_s$. Rotation moves the tip of $\mathbf g_f$ sideways, and nothing cancels that motion: it appears in full in $K_\perp$. A sideways step that is small compared with $g_s$ can be large compared with $K_\parallel$. Dividing the components gives

$$\tan\phi=\frac{K_\perp}{K_\parallel}=-\frac{\sin\theta}{p-\cos\theta}\approx-\frac{\theta}{\varepsilon}\qquad(|\theta|\ll|\varepsilon|), \tag{8}$$

with angles in radians. The last form uses $\sin\theta\approx\theta$ and $p-\cos\theta\approx\varepsilon+\theta^2/2\approx\varepsilon$.

The sign has a direct meaning. A film with the smaller lattice constant has $\varepsilon<0$, and its pattern turns in the same sense as the film. If the film has the larger constant, the pattern turns the opposite way.

Without misfit the sideways step does something else. Setting $p=1$ in equation (3) gives

$$K=g_s(1-e^{i\theta})=-2i\,g_s\sin(\theta/2)\,e^{i\theta/2}. \tag{9}$$

The difference is now nearly perpendicular to $\mathbf g_s$, so the tip of $\mathbf g_f$ moves nearly along $K$. The motion lengthens $K$ and hardly turns it; the remaining turn is $\theta/2$.

## The gain at any rotation

Up to a constant, $\phi$ is the imaginary part of $\ln(p-e^{i\theta})$. Differentiating, and then multiplying numerator and denominator by $p-e^{-i\theta}$, gives

$$G_p=\operatorname{Im}\frac{-ie^{i\theta}}{p-e^{i\theta}}=-\operatorname{Re}\frac{e^{i\theta}}{p-e^{i\theta}}=-\operatorname{Re}\frac{pe^{i\theta}-1}{D}=\frac{1-p\cos\theta}{D}.$$

From equation (4), $2(1-p\cos\theta)=D+1-p^2$. Therefore

$$G_p=\frac12+\frac{1-p^2}{2D}=\frac12+\frac{1-p^2}{2}\left(\frac{\lambda}{a_f}\right)^2. \tag{10}$$

The first term is the pure-twist value required by symmetry. The second exists only with misfit and, as the film turns at fixed misfit, varies as the square of the moire period. Aligned films of different misfit compare differently: there $\lambda=a_f/|\varepsilon|$, so the size of the gain is simply $\lambda/a_f$. At $\theta=0$, $D=\varepsilon^2$ and the unsplit form gives $G_p=(1-p)/\varepsilon^2=-1/\varepsilon$, with no approximation.

For small misfit and rotation, $1-p^2\approx-2\varepsilon$ and $D=\varepsilon^2+2p(1-\cos\theta)\approx\varepsilon^2+\theta^2$. The second term is then about $-\varepsilon/(\varepsilon^2+\theta^2)$, which falls to half its peak at $|\theta|=|\varepsilon|$. The misfit thus sets both the height of the magnification and the range of film angles over which it lasts.

The two signs of misfit part company at larger rotation.

**Larger film constant, $p>1$.** The gain vanishes at $\cos\theta=1/p$. There, equation (8) gives $|\tan\phi|=\sqrt{1-1/p^2}/(p-1/p)=1/\sqrt{p^2-1}$, or $\sin|\phi|=1/p$. The pattern turns no further than $\arcsin(1/p)$ and then swings back.

**Smaller film constant, $p<1$.** The gain equals one when $1-p\cos\theta=1+p^2-2p\cos\theta$, that is, when $\cos\theta=p$. The bracket in equation (6) is then $-i\sin\theta$, and division by the negative $\varepsilon$ gives $\phi=90^\circ$ for positive $\theta$.

Both statements follow one moire vector continuously from zero rotation. If the misfit is several per cent, these rotations are large and the moire period there is only a few lattice constants, so another pair of reciprocal vectors may describe the visible pattern better.

## How large: graphene on an iridium surface

Take $a_f=0.246$ nm and $a_s=0.272$ nm, rough values for graphene grown on Ir(111). Graphene has two atoms per cell, but one per cell is enough here: the others form the same lattice shifted rigidly, and so give the same moire vectors. Then $p=0.246/0.272=0.904$ and $\varepsilon=-9.56\%$, which as an angle is $5.48^\circ$. The gain at zero rotation is $1/0.0956=10.5$. Because the misfit is a small difference, the rounding of the lattice constants matters: $a_s=0.2715$ nm gives a gain of 10.7 and a period of 2.62 nm, and shifts of 0.0005 nm in both constants span gains from 10.1 to 10.9. The digits below belong to the stated constants, not to the real surface.

The turns and periods below were found from atomic positions. Film atoms within 18 nm of the origin were given the value of a substrate potential made of three equal cosine waves at $60^\circ$ to each other. The values were weighted by a Gaussian of width 4 nm, and a numerical search located the wave vector of their strongest long-wave Fourier component. The linear estimate is $-\theta/\varepsilon$, and the gain is equation (10).

| Film (°) | Pattern (°) | Linear (°) | Period (nm) | Gain |
|---|---|---|---|---|
| 0 | 0 | 0 | 2.57 | 10.5 |
| 0.5 | 5.2 | 5.2 | 2.56 | 10.4 |
| 1 | 10.4 | 10.5 | 2.54 | 10.2 |
| 2 | 20.2 | 20.9 | 2.43 | 9.4 |
| 3 | 29.1 | 31.4 | 2.28 | 8.3 |
| 5 | 43.5 | 52.3 | 1.94 | 6.2 |

The row for $1^\circ$ shows the mechanism. The substrate vector has length $g_s=26.67\ \mathrm{nm^{-1}}$. At zero rotation the difference is $K_\parallel=-2.819\ \mathrm{nm^{-1}}$. One degree of rotation barely changes this, to $-2.815\ \mathrm{nm^{-1}}$, but adds $K_\perp=-0.515\ \mathrm{nm^{-1}}$. The ratio $0.515/2.815=0.183$ is the tangent of $10.4^\circ$.

The linear rule is good to about 1% of the turn at $1^\circ$, but at $5^\circ$ it overestimates the turn by 20%. When the rotation equals the misfit angle, $5.48^\circ$, the gain is 5.7: the twist term 0.5 plus a misfit term of 5.2. The misfit term is $10.46-0.5=9.96$ at alignment, so it has fallen to 53% of its peak; it reaches exactly half at $5.76^\circ$.

Three changes of the lattice constants, treated by the same atomic search, separate the causes:

- **Half the misfit.** With a film constant of 0.259 nm and the substrate unchanged, a film rotation of $0.5^\circ$ turns the pattern by $10.4^\circ$. Half the misfit needs half the rotation.
- **No misfit.** With both constants at 0.272 nm, turning the film from $4^\circ$ to $6^\circ$ turns the pattern by $1.0^\circ$, a gain of 0.5.
- **Layers exchanged.** A film of 0.272 nm on a substrate of 0.246 nm has a misfit of $+10.6\%$. One degree of film rotation turns the pattern by $-9.36^\circ$. Added to the original $10.36^\circ$, this gives the $1^\circ$ demanded by equation (1). The limiting turn for this pair is $64.7^\circ$.

For the original pair, the gain falls to one at a film rotation of $25.3^\circ$. By equation (5) the period there is $a_f/\sin\theta\approx0.58$ nm, little more than two film lattice constants, so this is a limit of the geometry rather than a useful moire.

## Reading the film angle from the pattern

The magnification makes the moire an angular vernier. Near zero rotation, an error of $1^\circ$ in the pattern direction relative to the substrate becomes an error of $0.096^\circ$ in the film angle.

At larger angles the linear rule should be replaced by an inversion of equation (6). For $p<1$, $\varepsilon$ is negative, so $p-e^{i\theta}=-\sqrt D\,e^{i\phi}$. Multiply by $e^{-i\phi}$:

$$pe^{-i\phi}-e^{i(\theta-\phi)}=-\sqrt D .$$

The right side is real. The imaginary part of the left side must vanish, which gives $\sin(\phi-\theta)=p\sin\phi$. To choose the branch, write the same relation as $e^{i\theta}=p+\sqrt D e^{i\phi}$. Since the left side has unit length, $\sqrt D$ solves a quadratic equation whose positive root is $-p\cos\phi+\sqrt{1-p^2\sin^2\phi}$. The real part then gives $\cos(\phi-\theta)=p\cos\phi+\sqrt D=\sqrt{1-p^2\sin^2\phi}>0$. The principal value of the arcsine is therefore correct:

$$\theta=\phi-\arcsin(p\sin\phi)\qquad(p<1). \tag{11}$$

For the turn $\phi=29.05^\circ$ found from the atoms at a film rotation of $3^\circ$, $p\sin\phi=0.439$, whose arcsine is $26.05^\circ$. The film angle is $3.00^\circ$. The linear rule would have given $29.05^\circ/10.46=2.78^\circ$.

A single image of a hexagonal pattern fixes $\phi$ only up to multiples of $60^\circ$. The period depends on $|\theta|$, so it helps to choose among candidates whose film rotations differ in size. It cannot separate turns of $30^\circ$ and $-30^\circ$, which belong to equal and opposite film rotations ($\pm3.1^\circ$ in the example), and it separates poorly the candidates close to these. The same holds for turns of $60^\circ$ and $-60^\circ$, reached at $\pm8.4^\circ$ in the example. There the sense of the film rotation must be found in another way, for example from an image that resolves the film lattice. Near alignment the period is a poor measure of angle by itself: $D$ changes as $\theta^2$, and half a degree shortens the period by only 0.4%, while the direction moves by $5.2^\circ$.

## What can imitate or alter the turn

**Periodic relaxation.** Film atoms shift towards favourable substrate sites. If the shift $\mathbf u(\mathbf r)$ repeats with the moire and leaves the average lattice unchanged, the sampled wave becomes $e^{i\mathbf K\cdot\mathbf r}e^{i\mathbf g_s\cdot\mathbf u(\mathbf r)}$. The second factor has the moire's period, so the product contains only waves of the same moire lattice. Relaxation changes their strengths, not their directions. When each atom in the example was displaced along the local substrate force, with an amplitude of 0.003 nm for each of the three waves, the turn at $1^\circ$ remained $10.4^\circ$.

**Average shear.** A uniform distortion is magnified just as rotation is. In complex notation, a small symmetric strain without change of area sends $g$ to $g-\sigma\bar g$, where $\sigma$ is a small complex number and the bar denotes conjugation. If the film is strained and then turned, $g_f=e^{i\theta}(g-\sigma\bar g)/p$, and the moire vector changes by $\delta K=e^{i\theta}\sigma\bar g/p$. For $g$ at angle $\alpha$, $\bar g/g=e^{-2i\alpha}$. Dividing by $K=g(p-e^{i\theta})/p$ gives the extra turn to first order:

$$\delta\phi=\operatorname{Im}\frac{\delta K}{K}=\operatorname{Im}\frac{\sigma e^{i\theta}e^{-2i\alpha}}{p-e^{i\theta}}. \tag{12}$$

For a shear $s$ along the coordinate axes, $\sigma=is$, and at $\theta=0$ this becomes $\delta\phi=s\cos2\alpha/\varepsilon$. With $s=0.1\%$, the three moire vectors belonging to $\alpha=0^\circ$, $60^\circ$ and $120^\circ$ turn by $-0.60^\circ$, $0.30^\circ$ and $0.30^\circ$. Read alone, the first would be taken for a film rotation of $-0.057^\circ$.

The cure is to measure all three. Their factors $e^{-2i\alpha}$ add to zero, so the mean turn is free of shear to first order at any $\theta$ where the shear is small compared with $\sqrt D$. Rotation turns all three equally and survives in the mean. The differences between them reveal the shear.

**A changed misfit.** A uniform expansion or compression does not turn an aligned pattern, but it changes the gain. In the linear regime $\theta\approx-\varepsilon\phi$, so a relative error in $\varepsilon$ gives the same relative error in $\theta$. The lattice constants should be those of the strained film at the temperature of observation.

Buckling is one source of such a change. Let the height be a sum of three cosines of amplitude $A$ with wave vectors of length $K$ at $120^\circ$. Its maximum is $3A$ and its minimum $-3A/2$, so a rough peak-to-valley height of 0.05 nm means $A=0.05/4.5=0.011$ nm. If distances along the sheet are kept on average, the projected lattice shortens by half the mean square slope in a given direction. The average of each squared sine is $1/2$ and the squared direction cosines add to $3/2$, so the shortening is

$$\frac12\cdot\frac12\cdot\frac32A^2K^2=\frac38A^2K^2=0.037\% .$$

The gain moves from 10.46 to 10.43, which is negligible here.

## The real case and its limits

Nearly aligned graphene on Ir(111) does show a moire period of roughly 2.5 nm, and the example lies in that regime. One assumption open to doubt is that the film has its unstrained lattice constant. Graphene is grown hot, and the metal contracts on cooling. With a rough expansion coefficient of $7\times10^{-6}\ \mathrm{K^{-1}}$ and a cooling of 1000 K, a film that followed the metal completely would be compressed by 0.70%. Holding the substrate constant at its value when observed, and neglecting the film's own thermal expansion, the gain would fall from 10.5 to 9.8, a change of 6%. Real films can relieve part of this strain by wrinkling, so the effect may be smaller and may vary across a sample.

For a film that is uniform on average, with a small nonzero misfit and a rotation within about the misfit angle, the working procedure is to measure the three pattern directions against the substrate axes, average their turns, and apply equation (11) if the film has the smaller lattice constant. If it has the larger one, solve equation (6) for $\theta$ on the branch that starts at zero, and use the period to exclude the second solution beyond the limiting turn. In both cases the image gives the turn only up to multiples of $60^\circ$, so the candidates must first be compared with the measured period. Near turns of $\pm30^\circ$ the period does not settle the sense of rotation, and separate evidence is needed.

The geometry does not say which film rotation growth will select, nor how strong the moire contrast will be. Those depend on interface energy, elasticity and growth kinetics. It also gives wrong angles if the film locks into an average lattice other than the one assumed, or breaks into domains; each domain must then be treated with its own misfit and rotation.

All numerical values are calculated from the stated model.
